# Oriented Surface Cells and Distinct Terminations from Miller Indices

## Three ways to get the wrong slab

To cut a crystal along the plane $(h,k,l)$ one needs two lattice vectors in the plane and a third leading out of it. An obvious choice for the first two, written as integer coefficients of the lattice vectors, is

$$
(-k,h,0),\qquad (-l,0,h).
$$

Both are perpendicular to $(h,k,l)$ in the integer dot product, so both lie in the plane. Their integer cross product is

$$
(-k,h,0)\times(-l,0,h)=(h^2,hk,hl)=h\,(h,k,l).
$$

As shown below, for coprime indices in a primitive basis a smallest surface cell has cross product $\pm(h,k,l)$. The obvious cell is therefore $|h|$ times too large, and for $h=0$ it collapses.

The second fault concerns the indices. In a centred cubic crystal they may refer to the conventional cube, whose edges do not generate all lattice points. The repeat along the normal can then come out too long, and the same surface is counted more than once.

The third fault concerns terminations. Sorting atoms by height and cutting between the layers gives a list of possible cuts. Two cuts in that list may expose the same surface, merely rotated or reflected. Clustering alone therefore does not enumerate distinct terminations.

The cure has three parts: an integer construction of the cell, a reduction of its shape, and a symmetry comparison of the cuts.

## Indices and heights

Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be a right-handed set of primitive vectors of the crystal, with cell volume $V_c$. An integer row $n=(n_1,n_2,n_3)$ stands for the lattice vector $\sum_i n_i\mathbf a_i$. The reciprocal vectors are defined without $2\pi$, by $\mathbf b_i\cdot\mathbf a_j=\delta_{ij}$. Write $H=(h,k,l)$ for coprime indices in this primitive basis, and $\mathbf G=h\mathbf b_1+k\mathbf b_2+l\mathbf b_3$.

For a point $\mathbf r=\sum_i x_i\mathbf a_i$,

$$
\mathbf G\cdot\mathbf r=hx_1+kx_2+lx_3=H\cdot x .
$$

Dividing by $|\mathbf G|$ gives the height along the unit normal. For lattice points $H\cdot n$ is an integer, and since $H$ is coprime the value 1 occurs. Neighbouring lattice planes are thus separated by

$$
d=\frac{1}{|\mathbf G|},
$$

and $H\cdot x$ is the height in units of $d$.

If the indices refer to a conventional cell, form $\mathbf G$ there, compute the three numbers $\mathbf a_i\cdot\mathbf G$, and multiply them by the positive factor that makes them coprime integers. For a face-centred cubic lattice with cube edge $a$, take

$$
\mathbf a_1=\tfrac a2(0,1,1),\quad
\mathbf a_2=\tfrac a2(1,0,1),\quad
\mathbf a_3=\tfrac a2(1,1,0).
$$

Conventional $(001)$ has $\mathbf G=(0,0,1)/a$, which gives $(\tfrac12,\tfrac12,0)$ and hence $H=(1,1,0)$. The scaling doubled $\mathbf G$, so the true spacing is $a/2$, not $a$.

## The cell from two applications of Euclid

The extended Euclidean algorithm returns the greatest common divisor of two integers together with the coefficients that produce it. It works because every remainder in the ordinary algorithm is an integer combination of the two starting numbers: subtracting a multiple of one such combination from another gives a third.

Suppose first that $h$ and $k$ are not both zero. One application gives

$$
g=\gcd(h,k)=ph+qk .
$$

Since $\gcd(g,l)=1$, a second gives

$$
rg+sl=1 .
$$

Now set

$$
u=\left(-\frac kg,\frac hg,0\right),\quad
v=(-pl,-ql,g),\quad
w=(rp,rq,s).
$$

All entries are integers. Their heights are

$$
\begin{aligned}
H\cdot u&=-\frac{hk}{g}+\frac{hk}{g}=0,\\
H\cdot v&=-l(ph+qk)+lg=0,\\
H\cdot w&=r(ph+qk)+sl=rg+sl=1 .
\end{aligned}
$$

So $u$ and $v$ lie in the plane and $w$ climbs one spacing. The components of $u\times v$ are

$$
\begin{aligned}
(u\times v)_1&=\frac hg\,g-0=h,\\
(u\times v)_2&=0-\left(-\frac kg\right)g=k,\\
(u\times v)_3&=\frac{kql}{g}+\frac{hpl}{g}=\frac{l(ph+qk)}{g}=l .
\end{aligned}
$$

The matrix $M$ with rows $u,v,w$ has determinant $(u\times v)\cdot w=H\cdot w=1$. Its inverse therefore has integer entries, and every integer row can be written $n=\alpha u+\beta v+\gamma w$ with integer coefficients. Taking the product with $H$ gives $H\cdot n=\gamma$. A lattice vector in the plane has $\gamma=0$, so $u$ and $v$ generate all of them. The obvious pair has this property only when $|h|=1$.

If $h=k=0$, coprimality requires $l=\pm1$, and $u=(1,0,0)$, $v=(0,l,0)$, $w=(0,0,l)$ has the same properties.

For the Cartesian area, use $\mathbf a_1\times\mathbf a_2=V_c\mathbf b_3$ and its cyclic partners. Expanding the product of the Cartesian vectors $\mathbf u,\mathbf v$ gives

$$
\mathbf u\times\mathbf v=V_c\sum_i (u\times v)_i\,\mathbf b_i=V_c\,\mathbf G .
$$

The surface cell has area $S=V_c|\mathbf G|$, so $Sd=V_c$: a high-index plane has closely spaced layers and a large surface cell.

The Euclidean coefficients are not unique. Replacing $p,q$ by $p+tk/g,\ q-th/g$ leaves $ph+qk$ unchanged, but sends $v$ to $v+tl\,u$ and $w$ to $w-rt\,u$. The cell is correct for any integer $t$, yet it may be badly elongated. Its shape needs separate treatment.

## Making the surface cell compact

Subtracting a multiple of $u$ from $v$ changes neither the generated lattice nor $u\times v$. The squared length $|\mathbf v-m\mathbf u|^2$ is a parabola in $m$ with its minimum at $\mathbf u\cdot\mathbf v/|\mathbf u|^2$, so the best integer $m$ is the one nearest to that ratio. If the new $v$ is shorter than $u$, exchange them by $(u,v)\to(v,-u)$. The minus sign preserves the orientation, because $v\times(-u)=u\times v$. Then repeat.

Each exchange strictly shortens $u$. A disc of finite radius contains finitely many lattice points, so the process ends, and it ends with

$$
|\mathbf u|\le|\mathbf v|,\qquad
2|\mathbf u\cdot\mathbf v|\le|\mathbf u|^2 .
$$

These inequalities guarantee the shortest pair. For integers $x,y$ not both zero,

$$
\begin{aligned}
|x\mathbf u+y\mathbf v|^2
&\ge x^2|\mathbf u|^2-|xy||\mathbf u|^2+y^2|\mathbf v|^2\\
&=(x^2-|xy|+y^2)|\mathbf u|^2+y^2(|\mathbf v|^2-|\mathbf u|^2).
\end{aligned}
$$

The integer $x^2-|xy|+y^2$ is positive, hence at least 1. If $y\ne0$, the right side is at least $|\mathbf u|^2+|\mathbf v|^2-|\mathbf u|^2=|\mathbf v|^2$. If $y=0$, the length is at least $|\mathbf u|$. So $\mathbf u$ is a shortest vector, and nothing outside its line is shorter than $\mathbf v$.

The shortest pair need not be unique. When the ratio is a half-integer, two choices of $m$ give equal lengths. To prevent numerical noise from deciding, round halves down and treat a ratio within a small tolerance of a half-integer as exactly that half-integer.

The third vector may be changed by any in-plane lattice vector without altering its height. First round away the integer parts of its in-plane coefficients, leaving $x\mathbf u+y\mathbf v$ with $|x|,|y|\le\frac12$. Rounding alone need not give the shortest $w$, because $\mathbf u$ and $\mathbf v$ are oblique. One must still minimise $|(x+m)\mathbf u+(y+n)\mathbf v|$ over integers $m,n$.

Let $b$ be the length of the part of $\mathbf v$ perpendicular to $\mathbf u$. The reduction inequalities give

$$
b^2=|\mathbf v|^2-\frac{(\mathbf u\cdot\mathbf v)^2}{|\mathbf u|^2}
\ge|\mathbf v|^2-\tfrac14|\mathbf u|^2\ge\tfrac34|\mathbf u|^2 .
$$

With $n=0$ and the best $m$, the squared length is at most $(b^2+|\mathbf u|^2)/4$. A minimiser cannot exceed this, so

$$
(y+n)^2\le\frac14+\frac{|\mathbf u|^2}{4b^2}\le\frac14+\frac13=\frac7{12}.
$$

Thus $|y+n|<0.77$ and $|n|<1.27$. Along $\mathbf u$ the coefficient is $x+m+(y+n)\mu$ with $\mu=\mathbf u\cdot\mathbf v/|\mathbf u|^2$ and $|\mu|\le\frac12$. The best $m$ makes its magnitude at most $\frac12$, so $|m|<\frac12+\frac12+0.39$. Both integers lie in $\{-1,0,1\}$, and nine candidates suffice.

Exhaustive searches on a triclinic lattice, for all 290 coprime triples with indices up to 3 in magnitude, gave the same shortest lengths and the same spacing $d$.

## A high-index cell worked through

Take idealised cubic cristobalite, SiO$_2$: silicon on the diamond sites, oxygen halfway between neighbouring silicon atoms. The Si–O length is set to 3 bohr. A silicon–silicon distance is $\sqrt3\,a/4=6$ bohr, so $a=13.856$ bohr. Real cristobalite has bent Si–O–Si bridges; this model serves to show the geometry.

For conventional $(517)$ the primitive indices are

$$
\left(\tfrac{1+7}{2},\tfrac{5+7}{2},\tfrac{5+1}{2}\right)=(4,6,3).
$$

Euclid gives $2=-4+6$, so $g=2,\ p=-1,\ q=1$. Then $1=-2+3$, so $r=-1,\ s=1$. Inserting these,

$$
u=(-3,2,0),\quad v=(3,-3,2),\quad w=(1,-1,1).
$$

In Cartesian units of $a/2$, $\mathbf u=(2,-3,-1)$ and $\mathbf v=(-1,5,0)$. Hence $\mathbf u\cdot\mathbf v/|\mathbf u|^2=-17/14$, and $m=-1$. The new second vector is $v+u=(0,-1,2)$, with Cartesian form $(1,2,-1)$ and squared length 6, less than 14. After the exchange,

$$
u=(0,-1,2),\qquad v=(3,-2,0).
$$

The ratio is now $3/6=\frac12$, a tie; the rule that rounds halves down leaves $v$ alone. The lengths have fallen from 25.92 and 35.33 bohr to 16.97 and 25.92 bohr, and the angle is $70.9^\circ$. The area is unchanged at 415.7 bohr$^2$. With $d=1.600$ bohr it reproduces the primitive volume, $415.7\times1.600\approx665.1$ bohr$^3$.

The third vector becomes $w=(1,0,-1)$, of length 9.80 bohr, although it rises only 1.60 bohr. It is strongly tilted, and no lattice vector that rises one spacing is shorter. Successive periods of a slab must be displaced by this tilted vector, or by one that differs from it by an in-plane lattice vector. Once the atoms have Cartesian positions and vacuum has been added, the cell's third vector may be replaced by one along the normal, because the crystal no longer continues across the vacuum.

## Layers live on a circle

An atom with fractional row $x$ in the old cell has $x'=xM^{-1}$ in the new one. Since $MH^{\mathsf T}=(0,0,1)^{\mathsf T}$, the third column of $M^{-1}$ is $H^{\mathsf T}$. The third new coordinate is $H\cdot x$, the height already found. It does not depend on how $u,v,w$ were reduced.

Because adding $w$ raises this coordinate by 1, heights matter modulo 1. They are points on a circle of circumference $d$. Sort them, include the gap from the last back to the first, and make a cut in the middle of every gap wider than a tolerance $\epsilon$. The atoms between successive cuts form a layer.

Omitting the circular gap splits a layer that straddles the cell boundary. On $(110)$, four of the six atoms lie at height 0. Displacing some of these up and the others down by 0.02 bohr leaves two layers on the circle, while a linear list reports three.

For ideal flat layers displaced by at most $\delta$, the count is safe if $2\delta<\epsilon$ and the smallest true gap exceeds $\epsilon+2\delta$. Here $\epsilon=0.1$ bohr, and the $(110)$ gaps are 2.45 bohr.

On high-index planes the tolerance becomes a choice that changes the answer. All gaps add up to $d$, so there can be at most $d/\epsilon$ cuts. For $(517)$ the silicon heights are $0$ and $\frac14$; one oxygen lies at $\frac18$ and three at $\frac58$. The gaps are $\frac18,\frac18,\frac38,\frac38$ of 1.6 bohr, or 0.2, 0.2, 0.6 and 0.6 bohr. A tolerance of 0.1 bohr gives four cuts; 0.3 bohr merges the first three planes and gives two. Four is the number of distinct atomic heights, found for any tolerance below 0.2 bohr; two results only from choosing a tolerance between 0.2 and 0.6 bohr. If no gap exceeds the tolerance, the method offers no flat cut.

## When two cuts give the same surface

Define a termination as the unrelaxed half-crystal below a cut, with its outward normal upward. Two terminations are the same if a rotation, reflection or translation, or a combination of these, carries one onto the other. Mirror images are thus counted once.

Let a symmetry of the crystal, $\mathbf r\to R\mathbf r+\mathbf t$, keep the normal. It shifts every height by the same amount

$$
\tau=\mathbf G\cdot\mathbf t ,
$$

so it carries the half-crystal below $c$ onto the one below $c+\tau$. These cuts must be merged.

The converse is needed too, otherwise some equivalences could be missed. Consider translations that carry a half-crystal into itself. Deep inside, such a translation sends each kind of basis atom to an atom of the same species, and by periodicity it does so throughout the crystal. The basis is finite, so the translation is a symmetry of the whole crystal; since the cell is primitive, it is a lattice vector. Conversely, every lattice vector that does not point outward has this property. The half-crystal therefore determines these lattice vectors, and they generate the lattice. An isometry between two half-crystals must carry lattice to lattice. Any atom above the cut can be reached from one below it by a lattice vector, so the isometry extends to the full crystal. The merging rule is complete.

The search is short. In the reduced basis, a symmetry acts on $u,v$ through an integer $2\times2$ matrix with entries $-1,0,1$. To see this, let an image be $x\mathbf u+y\mathbf v$.

- If $|\mathbf u|=|\mathbf v|$, the length inequality forces $x^2-|xy|+y^2=1$, so $|x|,|y|\le1$.
- If $|\mathbf u|<|\mathbf v|$, the image of $\mathbf u$ is $\pm\mathbf u$. The image of $\mathbf v$ has $y\ne0$, and the same inequality then forces $y^2=1$ and $x^2-|x|+1=1$, so again $|x|\le1$.

Keep the matrices that preserve the in-plane lengths and angle, and for which $R\mathbf w-\mathbf w$ is an in-plane lattice vector. For each, try the translations that take one chosen atom to every atom of its species, and accept those that map the whole basis onto itself.

For $(001)$ the planes are Si at height 0, O$_2$ at $\frac14$, Si at $\frac12$ and O$_2$ at $\frac34$. The glide operation

$$
(X,Y,Z)\to\left(\tfrac a4-X,\;Y+\tfrac a4,\;Z+\tfrac a4\right)
$$

exchanges the two silicon sublattices. It carries bonds to bonds and hence oxygen midpoints to oxygen midpoints. With $d=a/2$ it gives $\tau=\frac12$. The conventional period contains eight planes, the primitive period four, and two distinct terminations remain: one ending on silicon, one on oxygen.

Symmetry does not always reduce the list. The $(111)$ plane has four cuts and four terminations, because the search finds no non-zero shift. The $(210)$ plane has four cuts and two terminations. For all five planes studied, lists of interatomic distances and depths in explicit half-crystals gave the same number of distinct terminations without using symmetry operations.

Operations that reverse the normal must not be used for this merging. They relate the two faces opened by a cut to other terminations. An oxygen site is an inversion centre of this crystal; inversion turns the lower face of the upper half into an upward-facing termination, generally a different one from that of the lower half.

## What the cuts break

The number of Si–O bonds crossing a cut can distinguish terminations whose top layers have the same composition. It can be checked by a sum rule. Move the cut through one full period. A bond whose ends differ in height by $\Delta_j$ is crossed over a total distance $|\Delta_j|$, and the number $N_i$ of crossed bonds is constant within gap $i$, of width $\ell_i$. For layers of zero thickness,

$$
\sum_i \ell_iN_i=\sum_j|\Delta_j| .
$$

On $(111)$, with $d=8$ bohr, the planes in ascending order are Si, O, Si, O$_3$, separated by gaps of 3, 3, 1 and 1 bohr. The cuts break 1, 1, 3 and 3 bonds per surface cell. The left side is $3+3+3+3=12$ bohr. Each of the two silicon atoms has one bond along the normal, of height 3 bohr, and three of height 1 bohr, so the right side is $2(3+3)=12$ bohr.

Two of these terminations end on a single silicon atom per cell. One has lost one bond per silicon, the other three. The first keeps three bonds to the layers below, the second only one. The top layer's composition therefore does not identify a termination; how that layer is bonded to the crystal beneath matters as well.

| Plane | Bonds per cell | Area (bohr$^2$) | Bonds per bohr$^2$ |
|---|---|---|---|
| (001) | 2 | 96.0 | 0.0208 |
| (110) | 2 | 135.8 | 0.0147 |
| (111), wide gap | 1 | 83.1 | 0.0120 |
| (111), narrow gap | 3 | 83.1 | 0.0361 |

The lowest density in the table, $1/83.1=0.0120$ bohr$^{-2}$, or 4.30 nm$^{-2}$, belongs to the wide $(111)$ gaps. This is a geometrical guide to where the network is easiest to sever. It is not a surface energy, which also depends on charge redistribution, relaxation and, for unequal compositions, the chemical potentials.

Composition enters as soon as a slab is built. A slab between heights $c-N$ and $c$ contains $N$ whole periods and has the bulk composition, but its lower face belongs to the other side of the cut. Demanding silicon planes at both ends of a $(001)$ slab gives $n+1$ silicon planes and $n$ O$_2$ planes: one silicon atom per surface cell in excess of SiO$_2$.

The enumeration covers flat cuts of the ideal crystal at a stated tolerance. Surfaces with part of a layer missing, or with a larger reconstructed period, require further candidates built on this cell. The numerical output lists the spacing, cell area, number of cuts and number of distinct terminations for all five planes, and the broken bonds for $(001)$, $(110)$ and $(111)$.

## Computed values

```
coprime triples tested: 4034; searched fully: 290
Si-O length 3.000 bohr, cubic constant a = 13.8564 bohr
primitive volume = 665.108 bohr^3
height tolerance = 0.10 bohr
(517) conventional -> primitive indices (4, 6, 3)
Euclid: g=2, p=-1, q=1, r=-1, s=1
raw u = [-3, 2, 0], length 25.9230 bohr
raw v = [3, -3, 2], length 35.3270 bohr
raw w = [1, -1, 1], length 13.8564 bohr
reduction: m=-1, swap=True, then u=[0, -1, 2], v=[3, -2, 0]
reduction: m=0, swap=False, then u=[0, -1, 2], v=[3, -2, 0]
final u = [0, -1, 2], length 16.9706 bohr
final v = [3, -2, 0], length 25.9230 bohr
final w = [1, 0, -1], length 9.7980 bohr
(517) angle u,v = 70.893 degrees
(517) cuts at tolerance 0.1 bohr: 4
(517) cuts at tolerance 0.3 bohr: 2
plane: primitive indices, d/bohr, area/bohr^2, cuts, distinct, shifts/d
(0, 0, 1): [1, 1, 0], 6.9282, 96.000, 4, 2, [0.0, 0.5]
(1, 1, 0): [1, 1, 2], 4.8990, 135.765, 2, 2, [0.0]
(1, 1, 1): [1, 1, 1], 8.0000, 83.138, 4, 4, [0.0]
(2, 1, 0): [1, 2, 3], 3.0984, 214.663, 4, 2, [0.0, 0.5]
(5, 1, 7): [4, 6, 3], 1.6000, 415.692, 4, 4, [0.0]
(001) planes in the conventional period a: 8
(110) with 0.02 bohr jitter: circular 2, linear 3
termination: top layer per cell, gap/bohr, broken bonds, bonds/bohr^2
(0, 0, 1): Si1, 1.7321, 2, 0.02083
(0, 0, 1): O2, 1.7321, 2, 0.02083
(1, 1, 0): Si2 O2, 2.4495, 2, 0.01473
(1, 1, 0): O2, 2.4495, 2, 0.01473
(1, 1, 1): Si1, 3.0000, 1, 0.01203
(1, 1, 1): O1, 3.0000, 1, 0.01203
(1, 1, 1): Si1, 1.0000, 3, 0.03608
(1, 1, 1): O3, 1.0000, 3, 0.03608
lowest listed bond density = 0.01203 bohr^-2 = 4.295 nm^-2
```
